Why strain relaxation can make a continuous ferroelectric transition first order

**Question.** A ferroelectric crystal whose strain is held fixed develops its polarization continuously on cooling. The same crystal, free of stress, may polarize in a jump. How can the freedom to change shape alter the order of the transition, and when does it do so?

**The mechanism, with one strain**

Let u be the polar displacement of the ions in a unit cell. The polarization is P = Zu/Ω, where Z is the effective charge and Ω the cell volume; the algebra is in atomic units, so the elementary charge is one. Let η be a strain measured from the unpolarized cell. Reversing u reverses the polarization but produces the same deformation, so the lowest coupling allowed by symmetry is linear in η and quadratic in u. This is electrostriction. The energy per cell is

E = (a/2)u² + (b/4)u⁴ + (c/6)u⁶ + (C/2)η² − gηu².

Here a = a′(T − T₀) with a′ > 0, c > 0, and C > 0 is the elastic constant times the cell volume. This is a mean-field free energy: u and η are uniform, and a carries all the temperature dependence. The electrodes are shorted, so there is no macroscopic field.

Hold η fixed. The coupling is then one more term in u², and the quadratic coefficient becomes

a_η = a − 2gη.

The quartic coefficient is still b. Fixed strain moves the transition temperature and leaves b alone. If b > 0, u² grows continuously from zero when a_η changes sign.

Now remove the stress. The strain adjusts until ∂E/∂η = Cη − gu² = 0, so η = gu²/C. The elastic energy costs g²u⁴/(2C) and the coupling gains g²u⁴/C, twice as much. The net change is −g²u⁴/(2C). Adding it to (b/4)u⁴ gives

b* = b − 2g²/C.

The cause is a feedback. Polarization makes a strain, and that strain lowers a_η, which favours more polarization. The sign of g is immaterial, because it enters once in making the strain and once in the strain's action on u. The feedback vanishes at u = 0, since no strain has yet been made. It therefore leaves the stability of the unpolarized state untouched and rewards a displacement that is already large. If the reward exceeds the clamped quartic cost, b* is negative and a jump becomes possible.

**The formula for a cubic crystal**

A real crystal has six strains and three components of u. Write u² = Σuᵢ², and let Σ′ denote a sum over the three pairs i < j. At zero strain the energy is

E₀ = (a/2)u² + (b/4)Σuᵢ⁴ + (b′/2)Σ′uᵢ²uⱼ² + (c/6)u⁶.

The sextic term is taken to be isotropic. Split the normal strains into a volume part and a shape part,

ηᵢ = v + sᵢ, with Σsᵢ = 0,

and let η₄, η₅, η₆ be the engineering shears. The elastic energy of a cubic crystal is

(C₁₁/2)Σηᵢ² + C₁₂Σ′ηᵢηⱼ + (C₄₄/2)(η₄² + η₅² + η₆²).

Because Σsᵢ = 0, we have Σηᵢ² = 3v² + Σsᵢ² and Σ′ηᵢηⱼ = 3v² − ½Σsᵢ². The part due to normal strains is therefore

(3/2)C_h v² + (C_t/2)Σsᵢ², with C_h = C₁₁ + 2C₁₂ and C_t = C₁₁ − C₁₂.

The coupling, which enters the energy with a minus sign, is

Σηᵢ[g₁₁uᵢ² + g₁₂(u² − uᵢ²)] + g₄₄(η₄u₂u₃ + η₅u₁u₃ + η₆u₁u₂).

Put g_t = g₁₁ − g₁₂ and g_h = g₁₁ + 2g₁₂. The bracket is g_t uᵢ² + g₁₂u², and its sum with ηᵢ is

v(g_t + 3g₁₂)u² + g_tΣsᵢuᵢ² = g_h v u² + g_tΣsᵢuᵢ².

The strains now separate and can be minimized one by one. In the shape part, the constraint Σsᵢ = 0 removes the average of uᵢ² from the driving force:

v = g_h u²/(3C_h),
sᵢ = (g_t/C_t)(uᵢ² − u²/3),
η₄ = g₄₄u₂u₃/C₄₄, and likewise for η₅ and η₆.

For each quadratic minimum the net energy is minus half the coupling gain. With Σ(uᵢ² − u²/3)² = Σuᵢ⁴ − u⁴/3, the total change is

ΔE = −g_h²u⁴/(6C_h) − [g_t²/(2C_t)](Σuᵢ⁴ − u⁴/3) − [g₄₄²/(2C₄₄)]Σ′uᵢ²uⱼ².

Finally, insert u⁴ = Σuᵢ⁴ + 2Σ′uᵢ²uⱼ² and collect terms. The coefficient of Σuᵢ⁴ is b*/4 and that of Σ′uᵢ²uⱼ² is b′*/2, where

b* = b − 2g_h²/(3C_h) − 4g_t²/(3C_t),

b′* = b′ − 2g_h²/(3C_h) + 2g_t²/(3C_t) − g₄₄²/C₄₄.

A stable cubic lattice has C_h, C_t and C₄₄ all positive. Then b* ≤ b, and ΔE ≤ 0 in every direction, so no direction has its quartic coefficient raised. The cross coefficient b′* taken alone may rise.

**When the order changes**

For u along a unit vector n, the clamped quartic coefficient is bΣnᵢ⁴ + 2b′Σ′nᵢ²nⱼ². Since 2Σ′nᵢ²nⱼ² = 1 − Σnᵢ⁴, this is

b(n) = b′ + (b − b′)Σnᵢ⁴.

The sum Σnᵢ⁴ runs from 1/3 along [111] to 1 along [001], so the lowest value lies at one of these two ends. The relaxed coefficient has the same form with starred quantities.

The transition is continuous at fixed strain if b(n) > 0 for all n: as long as no quadratic coefficient is negative, every term then raises the energy and u = 0 is the minimum. It is first order at zero stress if b*(n) < 0 for some n. Both conditions can hold together, but need not. Within this mean-field energy, weak coupling or a stiff lattice leaves the transition continuous; fluctuations, which it omits, can still make a real transition weakly first order.

Suppose that b* is negative and is the lowest relaxed coefficient. The sextic term is isotropic, so at given length u the axis [001] has the lowest energy, and

E* = (a/2)u² + (b*/4)u⁴ + (c/6)u⁶.

At the transition the polar state is stationary and has the same energy as u = 0. Dividing E*′ = 0 by u, and E* = 0 by u²/2, gives

a + b*u² + cu⁴ = 0,
a + b*u²/2 + cu⁴/3 = 0.

Their difference, divided by u², is b*/2 + 2cu²/3 = 0. Hence

u₀² = −3b*/(4c), a₀ = 3b*²/(16c).

Since a₀ > 0, the jump comes while the unpolarized state is still locally stable. On heating, the polar state survives until the two roots of the first equation merge, at a = b*²/(4c). On cooling, the unpolarized state survives until a = 0.

At a₀ the energy can be written (c/6)u²(u² − u₀²)². Its maximum between the two minima lies at u² = u₀²/3, so the barrier is 2cu₀⁶/81 per cell. The entropy is −∂E*/∂T, and the polar state has a′u₀²/2 less of it. The latent heat is therefore T a′u₀²/2 per cell.

**A numerical case**

The following rounded parameters lie in the rough regime of barium titanate. They define a model and are not a first-principles calculation.

C₁₁, C₁₂, C₄₄ = 70, 32, 45 eV
g₁₁, g₁₂, g₄₄ = 30, −7, 16 eV/Å²
b, b′ = 37, −6 eV/Å⁴; c = 1600 eV/Å⁶
a′ = 0.0017 eV/(Å² K); T₀ = 380 K
Z = 10; Ω = (4 Å)³ = 64 Å³

The combinations are g_h = 16 and g_t = 37 eV/Å², C_h = 134 and C_t = 38 eV. The two parts of the lowering are

2·16²/(3·134) = 1.27 eV/Å⁴,
4·37²/(3·38) = 48.04 eV/Å⁴,

so b* = 37 − 1.27 − 48.04 = −12.31 eV/Å⁴. Nearly all of the effect comes from the change of shape, and little from the change of volume.

With the strain clamped, the lowest coefficient is along [111]: −6 + 43/3 = 8.33 eV/Å⁴. It is positive, so the onset is continuous. The clamped polarization is 3.51 μC/cm² at 1 K below T₀ and 0.357 μC/cm² at 0.01 K below. This is close to the tenfold fall expected when u² is proportional to T₀ − T. At zero stress the [111] coefficient falls to 3.27 eV/Å⁴ but stays positive, while that of [001] is negative. Relaxation thus changes the direction of the polarization as well as the order of the transition.

The jump follows from

u₀² = 3·12.31/(4·1600) = 0.00577 Å², u₀ = 0.0760 Å,
a₀ = 3·12.31²/(16·1600) = 0.01775 eV/Å².

A direct minimization over three displacements and six strains also places the transition at 0.01775 eV/Å². Dividing by a′ puts it 10.4 K above T₀, at 390.4 K. The polarization jumps to 10·0.0760/64 = 0.0119 e/Å², or 19.0 μC/cm². The cell stretches by 0.397% along the axis and shrinks by 0.164% across it. The polar state survives on heating to 13.9 K above T₀. The latent heat is 0.00191 eV per cell, or 185 J/mol.

The energy balance shows the mechanism at work. At u₀ the clamped crystal would lie 4.10×10⁻⁴ eV per cell above the unpolarized state. Relaxation costs another 4.10×10⁻⁴ eV of elastic energy and gains 8.21×10⁻⁴ eV from the coupling. The sum is zero within rounding, as it must be at the transition.

The strength of the feedback can also be read as a temperature. If the strain of the polar state were frozen in, a along the axis would fall by

2(g_h v + g_t s₃) = (b − b*)u₀² = 49.31·0.00577 = 0.2845 eV/Å²,

which corresponds to 167 K. The transition of the free crystal lies far less than 167 K above T₀, because there the strain is not present beforehand: the polarization must make it, at an elastic cost. In the polar state at the transition, the clamped quartic and sextic terms balance most of the fall: bu₀² + cu₀⁴ is about 0.267 eV/Å². The remainder is a₀, as the condition a + b*u² + cu⁴ = 0 requires.

**Weaker coupling, films and pressure**

Multiply every g by a factor s, with all other parameters held fixed. The lowering scales as s², and b* vanishes at

s = √(37/49.31) = 0.866.

Below this value the model's transition is continuous even at zero stress. At this value the quartic term along [001] is absent, and a + cu⁴ = 0 gives u = (−a/c)^¼, a continuous but steeper onset.

A film held in its plane at zero misfit is an intermediate case, in which η₁, η₂ and η₆ are fixed at zero. For u along the normal, η₃ = g₁₁u²/C₁₁ and

b_film = b − 2g₁₁²/C₁₁ = 37 − 25.71 = 11.29 eV/Å⁴.

Over a grid of directions a few degrees apart the lowest film coefficient is 3.46 eV/Å⁴, still positive. In this model the transition of a single-domain film therefore remains continuous, although the film is free to change its thickness.

A constant pressure p adds 3pΩv to the energy. The volume part of the relaxation energy becomes −(g_h u² − 3pΩ)²/(6C_h). Its cross term raises a by 2g_h pΩ/C_h, while the term in u⁴ is unchanged. Here 1 GPa lowers T₀ by 56 K and leaves b* as it was. This holds for linear elasticity. In a real crystal the elastic constants change with pressure, and b* changes with them: the third-order constant assumed in the last section would by itself raise b* by about 2.5 eV/Å⁴ at 1 GPa. The terms of pV that are quadratic in the strain, dropped above, take back 0.5 to 1.0 eV/Å⁴ of this, depending on the strain measure used. What matters for b* is that the strain can respond, and zero stress is one case of this.

**What "fixed strain" demands**

The strain must be fixed everywhere. If only its average is fixed, the crystal may divide into domains polarized along the three axes. In an equal mixture the shape strains sᵢ average to zero and can relax fully inside each domain, while the volume strain, which is the same in all of them, cannot. The quartic coefficient is then 37 − 48.04 = −11.04 eV/Å⁴, still negative. This ideal mixture neglects wall energy and elastic misfit between domains, both of which would oppose it. The arrangement of the domains matters. In an equal twin of two variants whose strains match at the wall, with u held on the cube axes, the relaxation lowers b by only g_t²/C_t, which leaves 37 − 36.03 = 0.97 eV/Å⁴. But u need not stay on the axes. If it tilts by about 25° toward the third axis, oppositely in the two variants so that a shear can relax as well, the coefficient falls to −0.78 eV/Å⁴. Without wall energy this twin would jump too, though weakly, about 0.04 K above T₀. Gripping the outer surface of a large crystal may thus not be enough to ensure a continuous transition. The same caution applies to a film whose in-plane strain is fixed only on average: it can divide in the same way, and its free thickness can only lower the coefficient further. For a twin of the two in-plane variants with u on the axes, the thickness adds 2g₁₂²/C₁₁ = 1.40 eV/Å⁴ to the lowering and leaves −0.43 eV/Å⁴.

**Comparison with the real material**

Barium titanate does pass from a cubic to a tetragonal phase by a first-order transition, at roughly 400 K and with a polarization jump of roughly 20 μC/cm². The parameters were placed in that regime, so the agreement is no prediction. The further transitions at lower temperature are outside the model. Films in devices break the assumption of zero stress. In a single-domain film at zero misfit this takes the [001] coefficient from −12.31 to 11.29 eV/Å⁴ and removes the jump; a film that divides into domains may keep it. Imperfect screening by electrodes is a separate effect, not sized here.

Other neglected effects can be sized with rough inputs:

- If b rises by 0.3 eV/Å⁴ per kelvin above T₀, the transition lies 7.1 K above T₀ instead of 10.4 K, and the jump is 17.3 μC/cm².
- A third-order elastic constant C₁₁₁ = −10C₁₁ lowers c by about 12%. Since a₀ varies as 1/c, the 10.4 K becomes about 12 K. Other third-order constants, left out here, may cancel part of this change.
- A crystal clamped at its T₀ dimensions cannot follow a thermal expansion of 10⁻⁵ per kelvin. This raises the slope of a by about 19% and does not affect b.
- The barrier at the transition is 7.6×10⁻⁶ eV per cell, against kT = 0.0336 eV. About 4400 cells, a region some 66 Å across, must move together before their joint barrier equals kT. This count leaves out the energy of the region's boundary, which the model does not contain. The low barrier suggests that fluctuations on smaller scales may matter, so the mean-field numbers are estimates.

The numerical output below lists most of these values with their units.

Calculated quantities

```
C11, C12, C44 per cell: 70, 32, 45 eV
g11, g12, g44: 30, -7, 16 eV/A^2
clamped b, cross bp: 37, -6 eV/A^4
sextic c: 1600 eV/A^6
slope of a: 0.0017 eV/(A^2 K); T0: 380 K
cell edge: 4.0 A; effective charge: 10 e
gh, gt: 16, 37 eV/A^2
Ch, Ct: 134, 38 eV
volume part of lowering: 1.27 eV/A^4
tetragonal part of lowering: 48.04 eV/A^4
zero-stress b along [001]: -12.31 eV/A^4
zero-stress cross coefficient: 11.06 eV/A^4
[111] quartic, clamped: 8.33 eV/A^4
[111] quartic, zero stress: 3.27 eV/A^4
coupling scale where order changes: 0.866 (no unit)
film quartic along normal: 11.29 eV/A^4
film lowest quartic on direction grid: 3.46 eV/A^4
clamped P, 1 K below T0: 3.51 uC/cm2
clamped P, 0.01 K below T0: 0.357 uC/cm2
a at transition, formula: 0.01775 eV/A^2
a at transition, nine-variable search: 0.01775 eV/A^2
transition temperature: 390.4 K
transition above T0: 10.44 K
polar state survives above T0 by: 13.93 K
displacement jump: 0.0760 A
polarization jump: 19.0 uC/cm2
strain along axis: 0.397 percent
strain across axis: -0.164 percent
clamped energy at jump: 4.104e-04 eV/cell
elastic cost at jump: 4.104e-04 eV/cell
coupling energy at jump: -8.207e-04 eV/cell
lowering of a by frozen strain: 0.2845 eV/A^2
same feedback as temperature: 167 K
latent heat: 0.00191 eV/cell
latent heat, converted: 185 J/mol
T0 shift at 1 GPa pressure: -56.1 K
domain-mixture quartic: -11.04 eV/A^4
assumed drift of b: 0.3 eV/(A^4 K)
with drift, transition above T0: 7.13 K
with drift, polarization jump: 17.3 uC/cm2
assumed C111/C11: -10 (no unit)
third-order elastic change of c: -12.3 percent
assumed thermal expansion: 1.0e-05 1/K
clamping change of slope of a: 18.8 percent
barrier at transition: 7.59e-06 eV/cell
thermal energy kT: 0.0336 eV
cells with joint barrier kT: 4434 cells
edge of that region: 66 A
```
